**Thermionic emission and the apparent Richardson constant**

The program tests $J=tAT^2e^{-W/kT}$ with $A=4\pi mek^2/h^3$, where $J$ is the emitted current density, $T$ the temperature, $W$ the work function at that temperature, $m$ the free-electron mass and $t$ the flux-averaged transmission. It asserts that a momentum integral over the vacuum electrons agrees with the full Fermi series, and with the Boltzmann law within the stated error bound. A separate integral inside a parabolic band gives the same current for band masses of 0.5, 1.0 and 1.6 $m$. The program also asserts that transmission through a layered image potential is equal in both directions at four energies, and that the averaged factor $t$ describes emission over an abrupt step. Fits to the computed currents confirm that $W=W_0+\alpha T$ gives an apparent work function $W_0$ and an apparent constant $Ae^{-\alpha/k}$. For $W_0=4.50$ eV and $\alpha=1.0\times10^{-4}$ eV/K, the output shows the constant falling from 120.17 to 37.66 A cm⁻² K⁻². With an added quadratic term, finite differences at 2000 K confirm the tangent formulas and give 4.42 eV and 14.88 A cm⁻² K⁻².

## Numerical check

```python
"""Thermionic emission from a uniform metal surface.

Result under test: J = t A T^2 exp(-W/kT), A = 4 pi m e k^2/h^3.
J: current density; T: temperature; W: work function at temperature T;
m: free-electron mass; t: flux-averaged transmission (t = 1: no reflection).
The law is the leading term, for W much larger than kT, of a Fermi series.
If W = W0 + alpha T, a plot of ln(J/T^2) against 1/T gives the apparent
work function W0 and the apparent constant A exp(-alpha/k).
For general W(T) its tangent gives W - T W' and A exp(-W'/k).
Energies are in eV, lengths in nm, and current densities in A/cm^2.
"""
import numpy as np
import mpmath as mp
from scipy.constants import e, h, hbar, k, m_e, epsilon_0, physical_constants

K_EV = k / e
A_RICH = 4 * np.pi * m_e * e * k**2 / h**3 / 1e4


def nodes(low, high, count):
    x, weight = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, weight * (high - low) / 2


def richardson(T, W):
    return A_RICH * T**2 * np.exp(-W / (K_EV * T))


def fermi_factor(w):
    """Full Fermi series divided by its first term, for w = W/kT."""
    return float(-mp.polylog(2, -mp.exp(-w)) * mp.exp(w))


SIDE, SIDE_WT = nodes(-6, 6, 48)
NORMAL, NORMAL_WT = nodes(0, 6, 48)


def vacuum_side_current(T, W):
    """Flux of the equilibrium vacuum gas, integrated over momentum."""
    p0 = np.sqrt(2 * m_e * k * T)
    px = p0 * SIDE[:, None, None]
    py = p0 * SIDE[None, :, None]
    pz = p0 * NORMAL[None, None, :]
    kinetic = (px**2 + py**2 + pz**2) / (2 * m_e)
    occupation = 1 / (np.exp((W * e + kinetic) / (k * T)) + 1)
    total = np.einsum('i,j,l,ijl->', SIDE_WT, SIDE_WT, NORMAL_WT,
                      occupation * pz / m_e)
    return 2 * e / h**3 * p0**3 * total / 1e4


def metal_side_current(T, W, fermi, mass_ratio, transmission=None):
    """Escaping flux, integrated over momentum inside a parabolic band."""
    p0 = np.sqrt(2 * m_e * k * T)
    kT = K_EV * T
    depth = (fermi + W) / kT
    side, side_wt = nodes(0, 6, 60)
    unit, unit_wt = nodes(0, 1, 200)
    lowest = np.sqrt(mass_ratio * depth + (mass_ratio - 1) * side**2)
    span = np.sqrt(lowest**2 + 40 * mass_ratio) - lowest
    normal = lowest[:, None] + span[:, None] * unit
    energy = (normal**2 + side[:, None]**2) / mass_ratio
    occupation = 1 / (np.exp(energy - fermi / kT) + 1)
    velocity = p0 * normal / (mass_ratio * m_e)
    integrand = occupation * velocity
    if transmission is not None:
        outside = (energy - depth - side[:, None]**2) * kT
        integrand = integrand * transmission(outside)
    inner = (integrand * unit_wt).sum(axis=1) * span
    total = np.sum(side_wt * 2 * np.pi * side * inner)
    return 2 * e / h**3 * p0**3 * total / 1e4


WAVE = 2 * m_e * e / hbar**2 * 1e-18  # squared wave number per eV, nm^-2


def transmit(energy, potentials, widths):
    """Transmission from first to last region through constant layers."""
    energy = np.asarray(energy, dtype=float)
    first = np.sqrt(WAVE * (energy - potentials[0]))
    last = np.sqrt(WAVE * (energy - potentials[-1]))
    psi = np.ones_like(energy, dtype=complex)
    slope = 1j * last
    for level, width in zip(potentials[-2:0:-1], widths[::-1]):
        q = np.sqrt(WAVE * (energy - level))
        c, s = np.cos(q * width), np.sin(q * width)
        psi, slope = psi * c - slope * s / q, psi * q * s + slope * c
    incoming = (psi + slope / (1j * first)) / 2
    return last / (first * np.abs(incoming)**2)


def image_layers(depth, reach):
    """Image potential, cut off at the band bottom and at distance reach."""
    strength = e / (16 * np.pi * epsilon_0) * 1e9
    edges = np.geomspace(strength / depth, reach, 601)
    levels = -strength / np.sqrt(edges[1:] * edges[:-1])
    return np.concatenate(([-depth], levels, [0.0])), np.diff(edges)


def mean_transmission(T, potentials, widths):
    """Average over the thermal flux that arrives from the vacuum."""
    u, weight = nodes(0, 6, 300)
    through = transmit(u**2 * K_EV * T, potentials[::-1], widths[::-1])
    return np.sum(weight * 2 * u * np.exp(-u**2) * through)


# Model parameters
W0, ALPHA, BETA, FERMI, T_MID = 4.50, 1.0e-4, 2.0e-8, 5.00, 2000.0
W_MID = W0 + ALPHA * T_MID
temperatures = np.linspace(1600, 2400, 5)

# Momentum integral against the full series and against its first term
for T, W in [(1200, 2.0), (2000, 4.7), (2400, 3.1)]:
    w = W / (K_EV * T)
    ratio_to_law = vacuum_side_current(T, W) / richardson(T, W)
    assert abs(ratio_to_law / fermi_factor(w) - 1) < 1e-8
    # 1e-9 allows for quadrature error where the Fermi correction is tiny
    assert abs(ratio_to_law - 1) < np.exp(-w) / 4 + 1e-9

# Fermi statistics where the Boltzmann tail is a poor approximation
W_small = 2 * K_EV * T_MID
fermi_ratio = (vacuum_side_current(T_MID, W_small)
               / richardson(T_MID, W_small))
assert abs(fermi_ratio / fermi_factor(2) - 1) < 1e-8
assert 0 < 1 - fermi_ratio < np.exp(-2) / 4

# The band mass cancels and the vacuum mass remains
mass_results = {}
for ratio in (0.5, 1.0, 1.6):
    mass_results[ratio] = metal_side_current(T_MID, W_MID, FERMI, ratio)
    assert abs(mass_results[ratio] / richardson(T_MID, W_MID) - 1) < 1e-8

# Reflection: equal transmission both ways, and the averaged factor
depth = FERMI + W_MID
step = np.array([-depth, 0.0])
no_layers = np.array([])
image, widths = image_layers(depth, 200.0)
trial = np.array([0.02, 0.1, 0.3, 1.0])
assert np.allclose(transmit(trial, image, widths),
                   transmit(trial, image[::-1], widths[::-1]), rtol=1e-8)
t_step = mean_transmission(T_MID, step, no_layers)
emitted_step = metal_side_current(
    T_MID, W_MID, FERMI, 1.0, lambda en: transmit(en, step, no_layers))
# The square-root threshold limits the accuracy of the inner quadrature
assert abs(emitted_step / (t_step * richardson(T_MID, W_MID)) - 1) < 1e-4
t_image = {T: mean_transmission(T, image, widths)
           for T in (1600.0, 2000.0, 2400.0)}
shorter = mean_transmission(T_MID, *image_layers(depth, 100.0))
assert abs(shorter - t_image[T_MID]) < 0.01
assert 0 < t_step < t_image[T_MID] < 1


# Straight Richardson plots for work functions linear in temperature
def richardson_fit(alpha):
    current = np.array([vacuum_side_current(T, W0 + alpha * T)
                        for T in temperatures])
    slope, intercept = np.polyfit(1 / temperatures,
                                  np.log(current / temperatures**2), 1)
    return current, -slope * K_EV, np.exp(intercept)


fits = {}
for alpha in (ALPHA, 0.0, -ALPHA, K_EV * np.log(2)):
    fits[alpha] = richardson_fit(alpha)
    assert abs(fits[alpha][1] - W0) < 1e-7
    assert abs(fits[alpha][2] / (A_RICH * np.exp(-alpha / K_EV)) - 1) < 1e-6
currents, W_fit, A_fit = fits[ALPHA]
A_half = fits[K_EV * np.log(2)][2]
assert abs(A_half / A_RICH - 0.5) < 1e-6


# Tangent to a curved plot, by finite differences of computed currents
def curved_work_function(T):
    return W0 + ALPHA * T + BETA * T**2


def plot_height(inverse_T):
    T = 1 / inverse_T
    return np.log(vacuum_side_current(T, curved_work_function(T)) / T**2)


x_mid = 1 / T_MID
dx = 1e-3 * x_mid
tangent = (plot_height(x_mid + dx) - plot_height(x_mid - dx)) / (2 * dx)
W_tangent = -K_EV * tangent
A_tangent = np.exp(plot_height(x_mid) - x_mid * tangent)
W_rate = ALPHA + 2 * BETA * T_MID
assert abs(W_tangent - (curved_work_function(T_MID) - T_MID * W_rate)) < 1e-5
assert abs(A_tangent / (A_RICH * np.exp(-W_rate / K_EV)) - 1) < 1e-5

# Work function from one absolute current and the universal constant
J_mid = vacuum_side_current(T_MID, W_MID)
W_single = K_EV * T_MID * np.log(A_RICH * T_MID**2 / J_mid)
assert abs(W_single - W_MID) < 1e-7
J_wrong = richardson(T_MID, W0)
assert abs(J_wrong / J_mid / np.exp(ALPHA / K_EV) - 1) < 1e-7

# Conversion of the prefactor to Hartree atomic units
hartree = physical_constants['Hartree energy'][0]
bohr = physical_constants['Bohr radius'][0]
current_unit = e * hartree / hbar / bohr**2
A_atomic = A_RICH * 1e4 * (hartree / k)**2 / current_unit
assert abs(A_atomic * 2 * np.pi**2 - 1) < 1e-7

print(f"Boltzmann constant k = {K_EV:.6e} eV/K")
print(f"Richardson constant A = {A_RICH:.3f} A cm^-2 K^-2")
print(f"J/[(kT)^2 exp(-W/kT)] = {A_atomic:.6f} (Hartree atomic units)")
print(f"Model W0 = {W0:.2f} eV, alpha = {ALPHA:.1e} eV/K")
print(f"Model Fermi energy = {FERMI:.2f} eV")
print("T (K), W(T) (eV), J (A cm^-2), ln[J/T^2 in A cm^-2 K^-2]:")
for T, J in zip(temperatures, currents):
    print(f"  {T:.0f}  {W0 + ALPHA * T:.3f}  {J:.4e}  {np.log(J / T**2):.4f}")
print(f"Fitted apparent work function = {W_fit:.4f} eV")
print(f"Fitted apparent A = {A_fit:.2f} A cm^-2 K^-2")
print(f"Apparent A / universal A = {A_fit / A_RICH:.4f}")
print(f"Fitted apparent A for alpha = {-ALPHA:.1e} eV/K: "
      f"{fits[-ALPHA][2]:.1f} A cm^-2 K^-2")
print(f"alpha that halves A = {K_EV * np.log(2):.3e} eV/K")
print(f"Fitted apparent A for that alpha = {A_half:.2f} A cm^-2 K^-2")
print(f"At {T_MID:.0f} K: kT = {K_EV * T_MID:.5f} eV")
print(f"At {T_MID:.0f} K: W/kT = {W_MID / (K_EV * T_MID):.3f}")
print(f"W from the single current at {T_MID:.0f} K = {W_single:.4f} eV")
print(f"J from universal A with W0 = {J_wrong:.4e} A cm^-2")
print(f"That J / true J = {J_wrong / J_mid:.4f}")
print(f"Bound on Boltzmann relative error at {T_MID:.0f} K = "
      f"{np.exp(-W_MID / (K_EV * T_MID)) / 4:.1e}")
print(f"Fermi J / Boltzmann J at W = 2kT: {fermi_ratio:.5f}")
for ratio, J in mass_results.items():
    print(f"Inside count, band mass {ratio:.1f} m: J = {J:.4e} A cm^-2")
print(f"Mean transmission, abrupt step, {T_MID:.0f} K = {t_step:.3f}")
for T, value in t_image.items():
    print(f"Mean transmission, image potential, {T:.0f} K = {value:.2f}")
print(f"Curved case: beta = {BETA:.1e} eV/K^2, T = {T_MID:.0f} K")
print(f"Curved case: W = {curved_work_function(T_MID):.3f} eV")
print(f"Curved case: dW/dT = {W_rate:.2e} eV/K")
print(f"Curved case: tangent work function = {W_tangent:.4f} eV")
print(f"Curved case: tangent A = {A_tangent:.2f} A cm^-2 K^-2")
print("OK")
```

Printed output:

```
Boltzmann constant k = 8.617333e-05 eV/K
Richardson constant A = 120.173 A cm^-2 K^-2
J/[(kT)^2 exp(-W/kT)] = 0.050661 (Hartree atomic units)
Model W0 = 4.50 eV, alpha = 1.0e-04 eV/K
Model Fermi energy = 5.00 eV
T (K), W(T) (eV), J (A cm^-2), ln[J/T^2 in A cm^-2 K^-2]:
  1600  4.660  6.4520e-07  -29.0092
  1800  4.680  3.0685e-05  -25.3828
  2000  4.700  6.8927e-04  -22.4817
  2200  4.720  8.9544e-03  -20.1080
  2400  4.740  7.7031e-02  -18.1300
Fitted apparent work function = 4.5000 eV
Fitted apparent A = 37.66 A cm^-2 K^-2
Apparent A / universal A = 0.3133
Fitted apparent A for alpha = -1.0e-04 eV/K: 383.5 A cm^-2 K^-2
alpha that halves A = 5.973e-05 eV/K
Fitted apparent A for that alpha = 60.09 A cm^-2 K^-2
At 2000 K: kT = 0.17235 eV
At 2000 K: W/kT = 27.271
W from the single current at 2000 K = 4.7000 eV
J from universal A with W0 = 2.1997e-03 A cm^-2
That J / true J = 3.1914
Bound on Boltzmann relative error at 2000 K = 3.6e-13
Fermi J / Boltzmann J at W = 2kT: 0.96806
Inside count, band mass 0.5 m: J = 6.8927e-04 A cm^-2
Inside count, band mass 1.0 m: J = 6.8927e-04 A cm^-2
Inside count, band mass 1.6 m: J = 6.8927e-04 A cm^-2
Mean transmission, abrupt step, 2000 K = 0.357
Mean transmission, image potential, 1600 K = 0.96
Mean transmission, image potential, 2000 K = 0.97
Mean transmission, image potential, 2400 K = 0.97
Curved case: beta = 2.0e-08 eV/K^2, T = 2000 K
Curved case: W = 4.780 eV
Curved case: dW/dT = 1.80e-04 eV/K
Curved case: tangent work function = 4.4200 eV
Curved case: tangent A = 14.88 A cm^-2 K^-2
OK
```
